# The correlated Debye model of EXAFS disorder, evaluated for copper, part 1

(Sections cited here and not found follow in the second part.)

## From the photoelectron path to the projected density of states

Q: An EXAFS spectrum is said to contain a disorder parameter for each shell of neighbours. Why should it be anything other than the ordinary mean square displacement of an atom?

A: Because the photoelectron measures a distance between two atoms. In single scattering it leaves the absorber, is scattered back by one neighbour, and returns. If the instantaneous distance is $r$ and the wave number is $k$, the wave acquires the phase factor $e^{2ikr}$. I treat the flight as instantaneous compared with the atomic vibration, and I neglect the slow dependence of the amplitude on $r$. The spectrum then contains the thermal average $\langle e^{2ikr}\rangle$.

Put the absorber's site at the origin and the neighbour's site at $\mathbf R$, with displacements $\mathbf u_0$ and $\mathbf u_R$. Then

$$r=|\mathbf R+\Delta\mathbf u|,\qquad \Delta\mathbf u=\mathbf u_R-\mathbf u_0 .$$

If both atoms move by the same vector, $r$ does not change. The relevant quantity is a relative displacement, and its variance depends on how the two motions are correlated.

Q: The length of a vector is not linear in its components. You will presumably want to keep the component along the bond and drop the rest. What does that cost?

A: Write $z=\hat{\mathbf R}\cdot\Delta\mathbf u$ for the component along the bond and $\rho$ for the length of the transverse part. Then

$$r=\sqrt{(R+z)^2+\rho^2}\approx R+z+\frac{\rho^2}{2R}.$$

The transverse motion enters at second order. The cost can be found without this expansion when $\Delta\mathbf u$ is Gaussian and isotropic, with variance $v$ along each axis. The Gaussian density $g$ obeys $\partial g/\partial v=\tfrac12\nabla^2 g$. Two integrations by parts move the Laplacian onto $r$, and $\nabla^2 r=2/r$, so

$$\frac{d\langle r\rangle}{dv}=\frac12\langle\nabla^2 r\rangle=\Big\langle\frac1r\Big\rangle .$$

The last average is the electrostatic potential of a unit Gaussian charge cloud at distance $R$ from its centre. Outside the cloud it is $1/R$, up to terms that are exponentially small in $R^2/v$. Integrating from $v=0$, where $\langle r\rangle=R$, gives

$$\langle r\rangle=R+\frac vR .$$

Also $\langle r^2\rangle=R^2+3v$, because the cross term averages to zero. Hence

$$\langle r^2\rangle-\langle r\rangle^2=R^2+3v-R^2-2v-\frac{v^2}{R^2}=v-\frac{v^2}{R^2}.$$

The linear form $r\approx R+z$ therefore misses a small shift $v/R$ of the mean distance, and it overestimates the variance by the relative amount $v/R^2$. Both will be given for copper. I now define the disorder parameter as

$$\sigma^2=\langle z^2\rangle=\big\langle[\hat{\mathbf R}\cdot(\mathbf u_R-\mathbf u_0)]^2\big\rangle .$$

Q: You speak of a Gaussian distribution. Near zero temperature the atoms are quantum oscillators. Is the Gaussian an approximation there?

A: Not in a harmonic crystal. I use Hartree atomic units, so $\hbar=1$, and I write $T$ for the temperature multiplied by Boltzmann's constant, so $T$ is an energy. In a harmonic crystal $z$ is a sum over independent modes, and one mode of frequency $\omega$ contributes

$$z_\nu=g\,a+g^*a^\dagger=|g|(b+b^\dagger),$$

where the phase of $g$ has been absorbed in $b$, which leaves $[b,b^\dagger]=1$. Let $E=e^{i\lambda z_\nu}$, let $G(\lambda)=\langle E\rangle$, and let $\bar n=1/(e^{\omega/T}-1)$. Since $[b,z_\nu]=|g|$ is a number,

$$\langle bE\rangle-\langle Eb\rangle=i\lambda|g|\,G .$$

The thermal density operator $\varrho\propto e^{-\omega b^\dagger b/T}$ obeys $b\varrho=e^{-\omega/T}\varrho b$, because $b$ lowers the quantum number by one. The cyclic property of the trace then gives $\langle Eb\rangle=e^{-\omega/T}\langle bE\rangle$, so

$$\langle bE\rangle=\frac{i\lambda|g|G}{1-e^{-\omega/T}}=i\lambda|g|(\bar n+1)G .$$

For $b^\dagger$ the commutator has the opposite sign, and $\langle Eb^\dagger\rangle=e^{\omega/T}\langle b^\dagger E\rangle$. Therefore

$$\langle b^\dagger E\rangle=\frac{-i\lambda|g|G}{1-e^{\omega/T}}=i\lambda|g|\,\bar n\,G .$$

Adding the two results,

$$\frac{dG}{d\lambda}=i\langle z_\nu E\rangle=i|g|\big(\langle bE\rangle+\langle b^\dagger E\rangle\big)=-\lambda|g|^2(2\bar n+1)G .$$

With $G(0)=1$ the solution is

$$G=\exp\!\Big[-\frac{\lambda^2}{2}|g|^2(2\bar n+1)\Big],\qquad 2\bar n+1=\coth\frac{\omega}{2T}.$$

This is the characteristic function of a Gaussian with variance $|g|^2\coth(\omega/2T)$. Independent modes multiply their factors and add their variances. Setting $\lambda=2k$,

$$\langle e^{2ikz}\rangle=e^{-2k^2\sigma^2},\qquad \sigma^2=\sum_\nu|g_\nu|^2\coth\frac{\omega_\nu}{2T}.$$

The factor 2 in the exponent is $(2k)^2/2$: the path is traversed twice, while $\sigma^2$ refers to the one-way distance. The numerical check tests the variance and the phase average on an oscillator diagonalized on a grid.

Q: Then everything depends on the coefficients $g_\nu$. What are they in a crystal?

A: Take a crystal of $N$ cells with periodic boundary conditions and one atom of mass $M$ per cell, as in copper. The modes are labelled by a wave vector $\mathbf k$ and a branch $s=1,2,3$, with frequency $\omega_{\mathbf ks}$ and a real unit polarization vector $\mathbf e_{\mathbf ks}$. The bold $\mathbf k$ belongs to the lattice wave and should not be confused with the photoelectron's $k$. The displacement of the atom at site $\mathbf l$ is

$$\mathbf u_{\mathbf l}=\sum_{\mathbf ks}\frac{\mathbf e_{\mathbf ks}}{\sqrt{2NM\omega_{\mathbf ks}}}\big(a_{\mathbf ks}e^{i\mathbf k\cdot\mathbf l}+a^\dagger_{\mathbf ks}e^{-i\mathbf k\cdot\mathbf l}\big).$$

The square root is fixed by the canonical commutator. Each $a_{\mathbf ks}$ evolves as $e^{-i\omega t}$, so the momentum $\mathbf p=M\dot{\mathbf u}$ has the coefficient $-i\sqrt{M\omega/2N}\,\mathbf e\,e^{i\mathbf k\cdot\mathbf l}$ in front of $a$. For Cartesian components $\alpha,\beta$ this gives

$$[u_{\mathbf l\alpha},p_{\mathbf l'\beta}]=\frac{i}{2N}\sum_{\mathbf ks}e_\alpha e_\beta\big(e^{i\mathbf k\cdot(\mathbf l-\mathbf l')}+e^{-i\mathbf k\cdot(\mathbf l-\mathbf l')}\big)=i\,\delta_{\alpha\beta}\delta_{\mathbf l\mathbf l'},$$

because the three polarization vectors at each $\mathbf k$ are a complete orthonormal set, and the sum of the phases over the zone is $N\delta_{\mathbf l\mathbf l'}$.

Subtracting the displacements at $\mathbf R$ and at the origin and projecting on the bond,

$$g_{\mathbf ks}=\frac{(\mathbf e_{\mathbf ks}\cdot\hat{\mathbf R})\,(e^{i\mathbf k\cdot\mathbf R}-1)}{\sqrt{2NM\omega_{\mathbf ks}}}.$$

For any angle $\theta$, $|e^{i\theta}-1|^2=(\cos\theta-1)^2+\sin^2\theta=2(1-\cos\theta)$. This 2 cancels the 2 under the root:

$$\sigma^2=\frac1N\sum_{\mathbf ks}\frac{(\mathbf e_{\mathbf ks}\cdot\hat{\mathbf R})^2\,(1-\cos\mathbf k\cdot\mathbf R)}{M\omega_{\mathbf ks}}\coth\frac{\omega_{\mathbf ks}}{2T}.$$

The three uniform translations have zero frequency, but they leave $\Delta\mathbf u=0$ and are omitted. The program tests this sum against normal modes found directly in real space, for a periodic crystal of atoms joined by springs.

Q: Where is the density of states in that?

A: Collect the modes by frequency:

$$\sigma^2=\frac1M\int d\omega\,\frac{\rho_R(\omega)}{\omega}\coth\frac{\omega}{2T},$$

$$\rho_R(\omega)=\frac1N\sum_{\mathbf ks}(\mathbf e_{\mathbf ks}\cdot\hat{\mathbf R})^2(1-\cos\mathbf k\cdot\mathbf R)\,\delta(\omega-\omega_{\mathbf ks}).$$

This is the density of states projected on the relative motion of the pair along its bond. Its integral is 1: completeness gives $\sum_s(\mathbf e\cdot\hat{\mathbf R})^2=1$ at each $\mathbf k$, and $\sum_{\mathbf k}\cos\mathbf k\cdot\mathbf R=0$ for a nonzero lattice vector $\mathbf R$ of the periodic crystal.

Without the cosine the sum for $\sigma^2$ becomes $2\langle u^2\rangle$, where $\langle u^2\rangle$ is the variance of one atom along one axis. The cosine carries the whole correlation between the two atoms.

Q: So far no Debye model. What is replaced, and by what?

A: There are two replacements. The Brillouin zone becomes a sphere that holds the same number of wave vectors, and the three branches become $\omega=cq$ with one common speed $c$, where $q=|\mathbf k|$. With $n$ atoms per unit volume $V$, counting states gives

$$\frac{V}{(2\pi)^3}\,\frac{4\pi}{3}k_D^3=N\quad\Rightarrow\quad k_D=(6\pi^2n)^{1/3},\qquad \omega_D=ck_D .$$

Here $V$ is the volume of the whole crystal, so $n=N/V$. A zone average becomes

$$\frac1N\sum_{\mathbf k}\;\to\;\frac{3}{4\pi k_D^3}\int_{q<k_D}d^3k=\int_0^{k_D}\frac{3q^2dq}{k_D^3}\int\frac{d\Omega}{4\pi}.$$

Since the three branches share one frequency at each $\mathbf k$, the polarization factors can be summed first, and they give 1. What remains is the angular average of the cosine. With $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf R$,

$$\int\frac{d\Omega}{4\pi}\cos\mathbf k\cdot\mathbf R=\frac12\int_{-1}^{1}\cos(qR\mu)\,d\mu=\frac{\sin qR}{qR}.$$

Changing variable from $q$ to $\omega=cq$ turns $3q^2dq/k_D^3$ into $3\omega^2d\omega/\omega_D^3$, so

$$\rho_R(\omega)=\frac{3\omega^2}{\omega_D^3}\Big[1-\frac{\sin qR}{qR}\Big],\qquad q=\frac{\omega}{c},\quad 0\le\omega\le\omega_D .$$

For long waves $1-\sin(qR)/(qR)\approx(qR)^2/6$, so this density starts as $\omega^4$ instead of $\omega^2$. A wave much longer than the bond carries both atoms along together and hardly changes their distance.

The same polarization sum applies to any axis, and $\sum_se_\alpha e_\beta=\delta_{\alpha\beta}$ removes the cross terms. In this model $\Delta\mathbf u$ is therefore isotropic, with $v=\sigma^2$, as assumed in the estimate of the path length.

Q: You summed over polarizations before averaging over angles. A longitudinal wave running along the bond stretches it, and a transverse one running along it does not. Surely the branches should carry different weights.

A: They do. The separate weights add up to the simple bracket, and the bracket alone is sufficient when the speeds are equal. For a longitudinal wave $(\mathbf e\cdot\hat{\mathbf R})^2=\mu^2$. Write $y=qR$ and use the spherical Bessel functions

$$j_0(y)=\frac{\sin y}{y},\qquad j_1(y)=\frac{\sin y}{y^2}-\frac{\cos y}{y}=-j_0'(y).$$

Differentiating $j_0(y)=\tfrac12\int\cos(y\mu)d\mu$ twice brings down $-\mu^2$, so

$$\frac12\int_{-1}^1\mu^2\cos(y\mu)\,d\mu=-j_0''(y).$$

Direct differentiation gives

$$j_0''=-\frac{\sin y}{y}-\frac{2\cos y}{y^2}+\frac{2\sin y}{y^3}=-j_0+\frac{2j_1}{y}.$$

The average of $\mu^2$ itself is $1/3$. The longitudinal weight, and the weight of the two transverse branches together, are therefore

$$w_L=\frac13-j_0+\frac{2j_1}{y},\qquad w_T=(1-j_0)-w_L=\frac23-\frac{2j_1}{y}.$$

For small $y$, the series $j_0\approx1-y^2/6$ and $j_1/y\approx1/3-y^2/30$ give $w_L\approx y^2/10$ and $w_T\approx y^2/15$. The single longitudinal branch then supplies three fifths of the weight, although it is one branch of three. If its speed differs from the transverse speed, $w_L$ and $w_T$ multiply different functions of $q$, and the bracket $1-j_0$ no longer factors out.

Q: One more objection. The true $\rho_R$ integrates to 1. Does yours?

A: No. With $x=k_DR$ and $s=\omega/\omega_D$,

$$\int_0^{\omega_D}\rho_R\,d\omega=\int_0^1 3s^2\Big[1-\frac{\sin xs}{xs}\Big]ds=1-\frac{3}{x^3}\int_0^x y\sin y\,dy .$$

Integration by parts gives $\int_0^xy\sin y\,dy=\sin x-x\cos x=x^2j_1(x)$, so

$$\int_0^{\omega_D}\rho_R\,d\omega=1-\frac{3j_1(x)}{x}.$$

The cosine sums to zero over the Brillouin zone but not over the sphere. I do not rescale the density to unit norm. That would change its long-wave part as well, where the sphere and the zone agree.

## Thermal behaviour and the first four shells of copper

The symbols carried over are these. $\sigma^2$ is the variance of the distance between two atoms of mass $M$ whose sites are separated by $R$. $T$ is the temperature as an energy, and $\hbar=1$. The Debye sphere has radius $k_D=(6\pi^2n)^{1/3}$, the common speed is $c$, $\omega_D=ck_D$, and $x=k_DR$. The result for equal speeds is

$$\sigma^2=\frac1M\int_0^{\omega_D}\frac{d\omega}{\omega}\,\frac{3\omega^2}{\omega_D^3}\Big[1-\frac{\sin qR}{qR}\Big]\coth\frac{\omega}{2T},\qquad q=\frac\omega c .$$

The EXAFS amplitude is multiplied by $e^{-2k^2\sigma^2}$. The functions $j_0$ and $j_1$ are spherical Bessel functions. For unequal speeds the bracket splits into $w_L=1/3-j_0+2j_1/y$ and $w_T=2/3-2j_1/y$, with $y=qR$.

Q: Can the integral be brought to a form in which I can see what the correlation does?

A: Put $s=\omega/\omega_D$ and $\tau=T/\omega_D$. Then $qR=xs$, and

$$\sigma^2=\frac{3}{M\omega_D}\int_0^1 s\Big[1-\frac{\sin xs}{xs}\Big]\coth\frac{s}{2\tau}\,ds,\qquad \coth\frac{s}{2\tau}=1+\frac{2}{e^{s/\tau}-1}.$$

The product has four terms. The two that contain the 1 of the hyperbolic cotangent are elementary:

$$\int_0^1s\,ds=\frac12,\qquad \int_0^1\frac{\sin xs}{x}\,ds=\frac{1-\cos x}{x^2}.$$

In the other two, substitute $s=\tau t$:

$$\sigma^2=\frac{3}{M\omega_D}\Big\{\frac12+2\tau^2\!\int_0^{1/\tau}\!\frac{t\,dt}{e^t-1}-\frac{1-\cos x}{x^2}-\frac{2\tau}{x}\!\int_0^{1/\tau}\!\frac{\sin(x\tau t)}{e^t-1}\,dt\Big\}.$$

The first two terms are $2\langle u^2\rangle$, for two atoms moving independently. The last two are the correlation, at zero point and from thermal excitation. The program tests this form against a sum over explicit polarization vectors in the Debye sphere.

Q: What is left at zero temperature, and how does the disorder grow from there?

A: At $T=0$ the thermal integrals vanish:

$$\sigma^2(0)=\frac{3}{M\omega_D}\Big[\frac12-\frac{1-\cos x}{x^2}\Big].$$

For the growth, combine the two thermal terms:

$$\sigma^2(T)-\sigma^2(0)=\frac{3}{M\omega_D}\,2\tau^2\int_0^{1/\tau}\frac{t}{e^t-1}\Big[1-\frac{\sin x\tau t}{x\tau t}\Big]dt .$$

Suppose $\tau\ll1$ and $x\tau\ll1$. The upper limit can go to infinity, and the bracket becomes $(x\tau t)^2/6$. Expanding $1/(e^t-1)=\sum_{m\ge1}e^{-mt}$ gives $\int_0^\infty t^3dt/(e^t-1)=6\sum m^{-4}=\pi^4/15$, so

$$\sigma^2(T)-\sigma^2(0)\approx\frac{3}{M\omega_D}\,\frac{\pi^4x^2\tau^4}{45}.$$

For uncorrelated atoms the bracket is absent, $\int_0^\infty t\,dt/(e^t-1)=\sum m^{-2}=\pi^2/6$, and the rise is $(3/M\omega_D)\pi^2\tau^2/3$. The single-atom displacement grows as $T^2$, but the bond disorder grows as $T^4$, because the waves excited first are long compared with the bond.

For a harmonic crystal, the bond disorder $\sigma^2$ has been derived and reduced to a Debye form that includes the correlation between the two atoms, with its zero-temperature value and its initial $T^4$ rise. The high-temperature limit, the numbers for copper, and the effects of unequal sound speeds and of a real lattice remain.
